Why Pinched-Off Barrier Patches Soften the Reverse Current of Schottky Contacts

**A small area with a large effect**

A contact on n-type silicon has a barrier of 0.6 eV. Scattered over it are discs of radius 10 nm where the barrier is 0.3 eV lower. They cover 0.31 % of the area. When the reverse bias goes from 1 V to 10 V, the calculated current density grows by a factor 3.7. Without the discs it would grow by 1.8. At 1 V the discs carry 17 % of the current, and at 10 V they carry 59 %.

A reverse characteristic is called soft when the current keeps rising with bias instead of saturating. Two mechanisms lower the barrier here: the image force, as the one-quarter power of band bending, and the discs, as a power that is one third for a small disc and falls as the disc opens. The difference in power is real, but it is not the main cause of the softness.

**The field that drives both mechanisms**

Let z be the depth below the metal and U the electron potential energy, measured from the top of the uniform barrier Φ0 at z = 0. The barrier Φ0 is counted from the metal's Fermi level. Let V be the band bending in volts, N the donor density and ε the static permittivity. In full depletion the band is parabolic:

U = eV[(1 − z/W)² − 1], W = √(2εV/(eN)).

For z ≪ W this is U ≈ −Fz, with

F = 2eV/W = e√(2eNV/ε).

F is the electron charge times the field, so F ∝ V^(1/2).

In the example N = 5×10¹⁵ cm⁻³, T = 300 K, kT = 25.85 meV, and the relative permittivity is 11.7. The conduction-band density of states is roughly Nc = 2.8×10¹⁹ cm⁻³. The band bending without bias is Φ0/e − (kT/e) ln(Nc/N) = 0.377 V, and reverse bias adds to it:

1 V: V = 1.377 V, W = 597 nm, F = 2 × 1.377/597 = 0.00461 eV/nm.
10 V: V = 10.377 V, W = 1638 nm, F = 0.01267 eV/nm.

The corresponding fields are 0.046 and 0.127 MV/cm.

**Contribution 1: the image force**

An electron at depth z is attracted by its image at distance 2z with force e²/(16πεz²). The work needed to remove it to infinity gives the energy −e²/(16πεz). On a uniform contact

U = −Fz − e²/(16πεz).

Setting dU/dz = 0 gives F = e²/(16πεz²), so the maximum is at zm = √(e²/(16πεF)). There the two terms are equal, and the lowering is

δi = 2Fzm = √(e²F/(4πε)) ∝ F^(1/2) ∝ V^(1/4).

At 1 V, zm = 2.58 nm and δi = 2 × 0.00461 × 2.58 eV = 23.8 meV. At 10 V, zm = 1.56 nm and δi = 39.5 meV.

**Contribution 2: the disc**

Let the barrier be lower by Δ on a disc of radius R. The donor charge is already contained in the band, so the disc adds a term −Δh in which h obeys Laplace's equation, with h = 1 on the disc and h = 0 on the rest of the interface. The depletion edge is far away and is ignored here.

An interface element dA at distance r from the observer contributes z dA/(2πr³) to h. This function is harmonic, vanishes on the interface away from the element, and integrates to 1 over the whole plane, as the boundary values require. On the axis of the disc, with ρ the radius on the interface,

h = ∫₀ᴿ zρ dρ/(ρ² + z²)^(3/2) = 1 − z/s, s = √(z² + R²).

Hence

U = −Fz − Δ(1 − z/s).

Since d(z/s)/dz = 1/s − z²/s³ = R²/s³, the slope is

dU/dz = −F + ΔR²/s³.

At the interface s = R and the slope is Δ/R − F. If F < Δ/R, the energy first rises from −Δ and later falls. The high barrier around the disc has closed the low path: the disc is pinched off. The top on the axis is a saddle, because the energy rises sideways from it.

The saddle depth z0 follows from zero slope:

s = (ΔR²/F)^(1/3), z0² = s² − R².

To find the lowering δp = Fz0 + Δ(1 − z0/s), replace F by ΔR²/s³:

δp = Δ[1 − (z0/s)(1 − R²/s²)] = Δ[1 − (z0/s)³],

because 1 − R²/s² = z0²/s². Also R³/s³ = FR/Δ, so that

δp = Δ[1 − (1 − (FR/Δ)^(2/3))^(3/2)].

For FR ≪ Δ, the expansion (1 − y)^(3/2) ≈ 1 − 3y/2 gives

δp ≈ (3/2)(ΔR²)^(1/3) F^(2/3) ∝ V^(1/3).

In the example:

1 V: FR/Δ = 0.154, z0 = 15.8 nm, δp = 119 meV.
10 V: FR/Δ = 0.422, z0 = 8.8 nm, δp = 213 meV.

The small-disc law would give 129 and 253 meV. It is 8 % and 19 % above the disc formula, so the full expression is needed.

**Where the two powers come from**

Seen from far away, the disc is a dipole: 1 − z/s ≈ R²/(2z²). The image energy falls as 1/z. For any attraction −C/zⁿ, the maximum satisfies F = nC/zⁿ⁺¹. Thus z ∝ F^(−1/(n+1)), and the lowering is

Fz + C/zⁿ = Fz(1 + 1/n) ∝ F^(n/(n+1)).

The image has n = 1 and gives F^(1/2). The distant disc has n = 2 and gives F^(2/3). A steeper attraction lets its maximum move less as the field grows, so the field acts over a better preserved distance.

The disc does not keep this power as it opens. At the saddle U is stationary in z, so a small change of F changes δp only through the explicit term Fz: dδp/dF = z0. With F ∝ V^(1/2),

d ln δp/d ln V = Fz0/(2δp).

Put w = z0/s. Then Fz0 = Δw(1 − w²) and δp = Δ(1 − w³). Cancelling the common factor 1 − w gives

d ln δp/d ln V = w(1 + w)/[2(1 + w + w²)].

This is 1/3 for a small disc (w → 1) and zero at opening (w → 0). It equals 1/4 when w² + w − 1 = 0, or w = (√5 − 1)/2. Since FR/Δ = (1 − w²)^(3/2), this happens at FR/Δ = 0.486. The example has local powers 0.304 at 1 V and 0.262 at 10 V. At the higher bias little of the advantage over one quarter is left, yet on a log–log plot the disc current is then rising more steeply than before. The power of the lowering cannot be the whole explanation.

**Contribution 3: the neck**

The current depends on the width of the saddle as well as on its height. On the axis Laplace's equation reads Uzz + 2Uρρ = 0, where ρ is now the distance from the axis and the subscripts denote second derivatives. Differentiating the slope gives Uzz = −3ΔR²z0/s⁵ = −3Fz0/s², hence

Uρρ = 3Fz0/(2s²).

Now consider the electron flux. For a Maxwell distribution with isotropic mass m, the current density across a surface where the energy is U is

J = (2e/(mh³)) exp[−(Φ0 + U)/kT] × (mkT) × (2πmkT) = A*T² exp[−(Φ0 + U)/kT],

with A* = 4πemk²/h³. In this formula alone, h is Planck's constant. The factor mkT comes from integrating over forward momentum, and 2πmkT from the two sideways momenta. For n-type silicon I take the rough effective value A* = 112 A cm⁻² K⁻². It is well below the roughly 250 that the silicon masses give for a (100) surface, because it is meant to allow for losses by scattering and reflection. In this model it multiplies both currents alike, so the computed growth factors and current shares do not depend on it. In a real contact those losses differ between the thin image barrier and the broad saddle, and they change with bias. The opposite flow, from semiconductor to metal, is negligible at reverse biases of many kT/e.

Near the axis U ≈ −δp + Uρρρ²/2. Integrating the Boltzmann factor over the neck gives the current of one disc:

I = A*T² a exp[−(Φ0 − δp)/kT],

a = 2πkT/Uρρ = 4πkT s²/(3Fz0).

The area a is 519 nm² at 1 V and 172 nm² at 10 V. Between these biases a stronger field lowers the saddle but squeezes the neck, and the two effects oppose each other.

To weigh them, take logarithmic derivatives with respect to F. From the formulas for s and z0, d ln s/d ln F = −1/3 and d ln z0/d ln F = −s²/(3z0²). Therefore

d ln I/d ln V = ½[Fz0/kT − 5/3 + s²/(3z0²)].

For a small disc s ≈ z0 and Fz0 ≈ 2δp/3, which leaves

d ln I/d ln V ≈ (δp/kT − 2)/3.

The uniform contact, with current proportional to exp(δi/kT), has

d ln J/d ln V = δi/(4kT).

What counts is the lowering in units of kT. The power only multiplies it, and the neck subtracts from it. The quadratic form of the neck requires δp ≫ kT and a disc not close to opening, so the "2" should not be read as a sharp threshold.

**Weighing the contributions**

The density without any lowering is A*T² exp(−Φ0/kT) = 8.39×10⁻⁴ A/cm². The disc density is 10⁹ cm⁻², or 10⁻⁵ nm⁻². At 1 V:

background: 8.39×10⁻⁴ × exp(23.8/25.85) = 2.11×10⁻³ A/cm²,
discs: 8.39×10⁻⁴ × 10⁻⁵ × 519 × exp(119.4/25.85) = 4.4×10⁻⁴ A/cm².

At 10 V the same steps give 3.87×10⁻³ and 5.5×10⁻³ A/cm². The disc current has grown by 12.5: the Boltzmann factor by 37.8, reduced by a neck factor of 0.332. The background has grown by 1.83.

The local slopes show the softness directly. The formulas above give d ln I/d ln V = 0.81 for the discs at 1 V and 1.7 at 10 V, against 0.23 and 0.38 for the background. Weighted by the current shares, the total rises locally as V^0.33 at 1 V and as V^1.2 at 10 V, where V is the band bending. Against the applied bias the exponents are 0.24 and 1.1.

Now separate power from magnitude. Between the two biases V grows by 7.54. If both laws held, the ratio δp/δi would grow as V^(1/3 − 1/4) = V^(1/12), a factor of only 1.18. The ratio itself is already 5.0 at 1 V. Suppose the disc lowering started at its actual 119 meV but followed the one-quarter power. It would still gain 119.4 × (7.54^(1/4) − 1) = 78 meV, compared with the 94 meV found. The image lowering gains 16 meV. Most of the difference is magnitude.

The opposite control is a disc with Δ = 0.3 eV and R = 0.79 nm, chosen so that the small-disc law gives 23.8 meV at 1 V, the same as the image force. It is a device of the argument, too small to be taken as a realistic patch. The one-third power alone would raise its Boltzmann factor by 2.42, more than the 1.83 of the image force. But its neck shrinks. Since its lowering is only about kT, the quadratic neck is unreliable. I therefore integrated the Boltzmann factor numerically over the surface traced by lines of steepest ascent from the saddle to the interface, which encloses the disc together with a ring of the full barrier around it. With the image force left out, the current through this surface changes by a factor 0.85. Part of this fall is bookkeeping: the surface shrinks as the field grows, and the area it gives up still carries background current. The number is therefore not the change in what the disc adds to the contact. Counted as an excess over the background, that change lies between about 1.0 and 1.5, depending on the surface chosen. The power of the lowering does not fix the growth by itself; the area matters as well.

For the main discs, the same integral gives 0.92 and 0.89 of the quadratic neck area at 1 V and 10 V. Their current growth becomes 12.1 instead of 12.5. The flux through any dividing surface is an upper bound, and these figures depend on the surface. For the surface of least flux, the excess over the background is about 0.75 and 0.85 of the quadratic value, the disc growth about 14 and the total growth about 3.5.

A disc that is wide open, with F ≫ Δ/R, gives a third comparison. Over most of its area the barrier is Φ0 − Δ, independent of field apart from the image force, so its current is large but rises only about as slowly as that of a uniform contact. Softness by this mechanism needs a path that is closed and that the field progressively unlocks. At F = Δ/R only the axis opens, and the rim stays pinched well beyond that. A disc of radius 70 nm, just open on its axis at 1 V, still gains a factor of about 5 by 10 V. For the 10 nm discs the axis would open at 0.03 eV/nm, or 0.3 MV/cm, close to the breakdown field of about 0.36 MV/cm at this doping.

**What the model leaves out**

Adding the image force to the disc and locating the new saddle numerically lowers it by a further 1.9 meV at 1 V and 3.5 meV at 10 V. The second shift raises the Boltzmann factor by about 14 %. Keeping the parabolic band instead of a constant field reduces the lowering by 1.0 and 0.3 meV.

Tunnelling was estimated at 10 V in the WKB approximation along z, with the lightest silicon mass, 0.19 electron masses. It multiplies the background by 1.36 and the disc current by 1.05. The gain at the saddle is not a net one: since Uzz = −2Uρρ, the zero-point motion across the neck cancels it to leading order. The estimate also ignores quantum reflection, which at the steep image barrier can outweigh the tunnelling gain, by an amount that depends on how the image well joins the metal. Whether the disc share is over- or understated is therefore left open.

On a square grid the discs are 316 nm apart, and at 1 V the neighbours shift a saddle by less than 0.1 meV. Discrete donors are a more serious matter. Their mean spacing, 58 nm, exceeds the saddle depth, so the smooth field is an average. The bare Coulomb energy of one donor at that distance is about 2 meV. Its image charge in the metal reduces this, but closer donors contribute more. For randomly placed donors with their images, the rms fluctuation at the saddle is (e²/(4πε))√(4πNz0), about 4 meV at 1 V and 3 meV at 10 V. Individual discs will therefore differ.

**Beside a real contact**

The barrier is roughly that of tantalum silicide on n-type silicon, and the doping is that of a lightly doped device layer. The discs are chosen parameters, not measured ones, and a depth of half the barrier is large. Real patches would have a spread of sizes and depths. Because U is stationary at the saddle, dδp/dΔ = 1 − z0/s. At 10 V a disc 10 % deeper is thus lowered by another 10 meV, and its Boltzmann factor rises by about 1.5. Disc for disc, the deepest and widest carry the most current.

A real contact also has an edge where the field is concentrated. For discs in a region with 20 % more field at 10 V, the slope formula, which gives d ln I/d ln F = 3.4, roughly doubles the current. Discs near the edge thus weigh more than equal discs in the middle. Generation in the depletion layer also grows with bias, but for a rough carrier lifetime of 1 μs and an intrinsic density of 10¹⁰ cm⁻³ it is about 3×10⁻⁷ A/cm² at 10 V, far below the currents here. With a much higher barrier that ordering could reverse. The plane-contact field at 10 V is about 0.35 of the breakdown field of roughly 0.36 MV/cm, so avalanche is not expected away from the edge.
